# Spin-Orbit Components and Dipole Access of a Double Donor's 1s Triplet

Anyone who computes or fits the infrared absorption of a neutral double donor must decide how many lines to place at the spin-triplet term of the configuration 1s(A1)1s(T2). Spin-orbit coupling splits this term into four symmetry components, which suggests four lines, with the spin-orbit constant read from their spacing. At a site of full tetrahedral symmetry this would be wrong. Electric-dipole absorption from the singlet ground state reaches one component, of symmetry T2, so the term contributes one line. Within the isolated configuration, the magnitude of the spin-orbit constant then follows from the strength of that line relative to the singlet line, taken together with the separation of the two lines. When the coupling is weak, its sign does not follow from these data.

## The states and the assumptions

The donor sits on a substitutional site with point group $T_d$, and the nuclei are held fixed. In silicon the donor's 1s shell is built from six conduction-band valleys, two on each cubic axis. With the origin at the donor, each pair gives a cosine-like and a sine-like standing wave. The three sines transform as $x,y,z$, which is the representation T2. The three cosines are merely permuted, and they give the symmetric sum A1 and a doublet E.

Let $a$ be the A1 orbital and $t_x,t_y,t_z$ the T2 orbitals. The ground state is $a^2$, a spin singlet of symmetry A1. The excited configuration $a\,t$ has $2\times6=12$ states: a singlet term $^1$T2 with three and a triplet term $^3$T2 with nine. Without spin-orbit coupling the triplet lies at $E_t$ above the ground state and the singlet at $E_t+\Delta$, where $\Delta>0$ is twice the exchange integral of $a$ and $t$. Energies are in meV and lengths in nm.

The dipole operator is $\mathbf D=\mathbf r_1+\mathbf r_2$, with the charge left out. Without spin-orbit coupling, total spin is conserved and $\mathbf D$ does not act on spin, so all nine triplet states are dark. The question is what spin-orbit coupling changes.

## First derivation: symmetry alone

An operation of $T_d$ is a $3\times3$ orthogonal matrix $R$. A polar vector such as $\mathbf r$ transforms with $R$ and has character $\mathrm{tr}\,R$, which is T2. Spin is an axial vector: it transforms with $(\det R)R$, and this is T1. The three states of spin 1 therefore carry T1. With two electrons, the sign ambiguity of spin rotations cancels, so ordinary representations suffice. The characters are

| | $1$ | $8C_3$ | $3C_2$ | $6S_4$ | $6\sigma_d$ |
|---|---|---|---|---|---|
| A1 | 1 | 1 | 1 | 1 | 1 |
| A2 | 1 | 1 | 1 | −1 | −1 |
| E | 2 | −1 | 2 | 0 | 0 |
| T1 | 3 | 0 | −1 | 1 | −1 |
| T2 | 3 | 0 | −1 | −1 | 1 |
| T2⊗T1 | 9 | 0 | 1 | −1 | −1 |

The last row is the product of the two above it. A representation occurs in it as often as the class-weighted sum of character products, divided by 24:

$$n_{A1}=\tfrac{9+3-6-6}{24}=0,\qquad n_{A2}=\tfrac{9+3+6+6}{24}=1,\qquad n_E=\tfrac{18+6}{24}=1,$$

$$n_{T1}=\tfrac{27-3-6+6}{24}=1,\qquad n_{T2}=\tfrac{27-3+6-6}{24}=1.$$

Hence

$$^3\mathrm{T2}\;\to\;\mathrm{A2+E+T1+T2},$$

with $1+2+3+3=9$ states. The singlet term has spin representation A1 and remains a single T2.

Now let $W_R$ be the action of $R$ on the full two-electron space, orbit and spin together. It commutes with the Hamiltonian, spin-orbit coupling included. The ground state $|0\rangle$ is nondegenerate and separated by a large gap. As spin-orbit coupling is switched on, its symmetry label cannot change without a level crossing, so $W_R|0\rangle=|0\rangle$ continues to hold. Then

$$W_R D_i|0\rangle=W_RD_iW_R^{-1}\,W_R|0\rangle=\sum_j R_{ji}\,D_j|0\rangle .$$

The three vectors $D_i|0\rangle$ transform as $x,y,z$, that is, as T2. States belonging to different irreducible representations are orthogonal, so $\langle n|D_i|0\rangle=0$ for every level $n$ of symmetry A1, A2, E or T1. Of the four triplet components, T2 alone can be reached.

This argument gives permission, not strength. It does not say how bright the permitted line is, nor in what order the components lie.

## Second derivation: explicit states

**The spin-orbit operator.** The coupling is taken as a sum of one-electron terms, so spin-orbit terms that involve both electrons at once are neglected. Each term has the form $\sum_k\lambda_k s_k$, where $\boldsymbol\lambda$ is an axial orbital operator. Consider its elements $(\lambda_k)_{ij}$ between $t_i$ and $t_j$. A twofold rotation about a cubic axis reverses the other two axes. An element survives all three such rotations only if $i,j,k$ are all different: $(\lambda_z)_{xx}$, for example, changes sign under the rotation about $x$. The mirror exchanging $x$ and $y$ sends $\lambda_z$ to $-\lambda_z$, because $\boldsymbol\lambda$ is axial, so $(\lambda_z)_{xy}=-(\lambda_z)_{yx}$. Hermiticity then makes the element imaginary, and threefold rotations make the cyclic ones equal. One real constant $\zeta$ is left:

$$\lambda_k=\zeta\,l_k,\qquad (l_k)_{ij}=-i\,\epsilon_{kij}.$$

These are the matrices of angular momentum 1. Symmetry does not fix the sign of $\zeta$. Between $a$ and another orbital of the shell, an element of $\boldsymbol\lambda$ would require A1⊗T1 = T1 to contain A1, E or T2, which it does not. The electron in $a$ is therefore a spectator, and within the configuration $H_{so}=\zeta\,\mathbf l\cdot\mathbf s_t$, with $\mathbf s_t$ the spin of the electron in $t$. Since $a$ and $t$ are orthogonal, antisymmetrization does not alter these matrix elements, and the electrons may be labelled by their orbitals.

**The spin states.** Write $\mathbf s_t=\tfrac12\mathbf S+\tfrac12\boldsymbol\delta$, with $\mathbf S=\mathbf s_t+\mathbf s_a$ and $\boldsymbol\delta=\mathbf s_t-\mathbf s_a$. Let $\chi_0$ be the spin singlet and define $\chi_k=\delta_k\chi_0$. Because $\boldsymbol\delta$ is odd under exchange of the spins, it connects singlet and triplet only, so the $\chi_k$ are triplet states. They are orthonormal: in the singlet $\langle s_{tj}s_{ak}\rangle=-\delta_{jk}/4$ and single-spin averages vanish, so $\langle\chi_j|\chi_k\rangle=(\tfrac14+\tfrac14+\tfrac14+\tfrac14)\delta_{jk}$. Since $\mathbf S\chi_0=0$,

$$S_m\chi_k=[S_m,\delta_k]\chi_0=i\sum_q\epsilon_{mkq}\chi_q=-i\sum_q\epsilon_{mqk}\chi_q .$$

**The triplet levels.** Between triplet states $\boldsymbol\delta$ has no elements, and $H_{so}$ reduces to $(\zeta/2)\,\mathbf l\cdot\mathbf S$. Write a triplet state as $\sum_{jk}c_{jk}\,t_j\chi_k$. Then

$$(\mathbf l\cdot\mathbf S\,c)_{pq}=-\sum_{mjk}\epsilon_{mpj}\epsilon_{mqk}c_{jk}
=-\sum_{jk}(\delta_{pq}\delta_{jk}-\delta_{pk}\delta_{jq})c_{jk}
=c_{qp}-\delta_{pq}\,\mathrm{tr}\,c .$$

The eigenvectors can be read off. For $c\propto\delta_{jk}$ the eigenvalue is $1-3=-2$; for antisymmetric $c$ it is $-1$; for symmetric traceless $c$ it is $+1$. The energies relative to $E_t$ are

$$-\zeta\ (1\text{ state}),\qquad -\tfrac{\zeta}{2}\ (3\text{ states}),\qquad +\tfrac{\zeta}{2}\ (5\text{ states}),$$

and their weighted sum $-\zeta-\tfrac32\zeta+\tfrac52\zeta$ vanishes, as it must.

The first index of $c$ turns with $R$ and the second with $(\det R)R$. The trace state therefore acquires $\det R$, which is A2. The antisymmetric part is a cross product, which contributes another $\det R$; the two factors cancel and leave a polar vector, T2. The symmetric traceless part would be E+T2 for two polar indices; the extra $\det R$ turns it into E+T1. The decomposition agrees with the character count. The degeneracy of E and T1 is a property of this Hamiltonian, not of the group.

**The coupling to the singlet.** On $t_i\chi_0$ only $\boldsymbol\delta$ acts:

$$H_{so}\,t_i\chi_0=\frac{\zeta}{2}\sum_{jk}(l_k)_{ji}\,t_j\chi_k=\frac{i\zeta}{2}\sum_{jk}\epsilon_{ijk}\,t_j\chi_k=\frac{i\zeta}{\sqrt2}\,V_i,\qquad V_i=\frac1{\sqrt2}\sum_{jk}\epsilon_{ijk}\,t_j\chi_k ,$$

where $-\epsilon_{kji}=\epsilon_{ijk}$ was used. $V_i$ is normalized, since two terms contribute $\tfrac12$ each. It is the antisymmetric state, the T2 component. The singlet couples to no other triplet state of the configuration.

**The dipole amplitude.** The same twofold and threefold rotations give $\langle a|r_i|t_j\rangle=d\,\delta_{ij}$. Acting on the ground state, $D_i$ can promote either electron, so its part within $a\,t$ is

$$D_i\,a(1)a(2)\chi_0\;\to\; d\,[t_i(1)a(2)+a(1)t_i(2)]\chi_0=\sqrt2\,d\;|t_i\chi_0\rangle ,$$

the last ket being the normalized singlet. A level is bright in proportion to its weight on $t_i\chi_0$. The A2, E and T1 states have none; the level derived from $V_i$ has some. This is the selection rule again, now with a mechanism.

The length $d$ deserves a remark. If each valley has an even envelope $F_v$ and terms between different valleys are dropped, $d$ is a sum of integrals $\int F_v^2\,r_i\,d^3r=0$. The 1s(A1)→1s(T2) absorption therefore comes from what this estimate leaves out, such as the terms between valleys. Parity does not forbid it, since the cosines are even and the sines odd.

**Energies and strengths.** For each $i$ the states $V_i$ and $t_i\chi_0$ form the block

$$\begin{pmatrix}E_t-\zeta/2 & i\zeta/\sqrt2\\ -i\zeta/\sqrt2 & E_t+\Delta\end{pmatrix}.$$

Its mean diagonal is $E_t+\tfrac12(\Delta-\zeta/2)$ and half its diagonal difference is $\tfrac12(\Delta+\zeta/2)$. The distance of each eigenvalue from the mean is the root of the squared half difference plus $\zeta^2/2$, so

$$E_\pm=E_t+\tfrac12\left(\Delta-\tfrac{\zeta}{2}\right)\pm\tfrac12 Q,\qquad Q=\sqrt{\left(\Delta+\tfrac{\zeta}{2}\right)^2+2\zeta^2}.$$

In the block, $\Delta$ multiplies the projector on the singlet. The singlet weight $w$ of the lower level is therefore $\partial E_-/\partial\Delta$:

$$w=\frac12\left(1-\frac{\Delta+\zeta/2}{Q}\right).$$

For one polarization the squared amplitudes are $2d^2w$ for the lower and $2d^2(1-w)$ for the upper level. With the free-electron mass $m$ and no local-field correction, the oscillator strength of the lower line is $f_-=(2m/\hbar^2)E_-\,2d^2w$.

**Two limits.** For $|\zeta|\ll\Delta$, expanding $Q$ gives

$$w\simeq\frac{\zeta^2}{2(\Delta+\zeta/2)^2}\simeq\frac{\zeta^2}{2\Delta^2}\left(1-\frac{\zeta}{\Delta}\right).$$

The borrowed strength is quadratic in the coupling, and the sign of $\zeta$ enters one order later: positive $\zeta$ pushes $V_i$ away from the singlet and weakens the line.

For $\Delta\to0$ with $\zeta>0$, $Q=3\zeta/2$, and the two T2 levels lie at $E_t-\zeta$ and $E_t+\zeta/2$ with $w=1/3$. They merge with A2 and with E+T1 into groups of four and eight states. These are the twofold and fourfold spin-orbit levels of a single T2 electron, each doubled by the idle spin of the electron in $a$. The strengths stand as $1:2$, like the degeneracies. The names singlet and triplet have then lost their meaning, while the symmetry rule still holds.

## A worked case

Take round values in the regime of a deep chalcogen donor in silicon: $E_t=265$ meV, $\Delta=5$ meV, $\zeta=0.8$ meV, $d=0.05$ nm. The A2 level lies at $265-0.8=264.2$ meV and E+T1 at $265.4$ meV. For T2, $\Delta+\zeta/2=5.4$ meV, so

$$Q=\sqrt{5.4^2+2(0.8)^2}=5.517\ \text{meV},\qquad E_\mp=267.3\mp2.759=264.541,\ 270.059\ \text{meV}.$$

The wavelengths are 4.687 and 4.591 µm. Mixing lowers the triplet-like line by 0.06 meV from its unmixed position of 264.6 meV. The singlet weight is $w=\tfrac12(1-5.4/5.517)=1.06\,\%$; the leading estimate $\zeta^2/2\Delta^2$ gives 1.28 %, and reversing the sign of $\zeta$ gives 1.45 %. The oscillator strengths are $3.7\times10^{-4}$ and $3.5\times10^{-2}$, so the triplet line has about one hundredth of the strength of the singlet line.

## What each derivation assumes

The first derivation needs a $T_d$ Hamiltonian, a nondegenerate A1 ground state and a dipole operator that is a polar vector. It does not need a pure configuration and holds for correlated states. The second assumes that $a\,t$ is isolated from other configurations. In return it gives positions, order and strengths. The selection rule should thus survive configuration mixing, whereas the formula for $w$ need not.

Both statements were tested by diagonalizing all 66 two-electron states of the 1s shell, with a model short-range repulsion of full $T_d$ symmetry. With the E orbitals uncoupled by spin-orbit interaction, the levels agreed with the formulas to $4\times10^{-6}$ meV and the strength ratio to 0.02 %, once $E_t$ and $\Delta$ were taken from the same model without spin-orbit coupling.

The second assumption fails when the configuration 1s(A1)1s(E) lies close. Symmetry and time reversal allow one further constant $\eta$, which couples $t_i$ to the normalized E orbital $e_i$ formed from the cosine waves $c$ of the other two axes, $e_z=(c_x-c_y)/\sqrt2$ and cyclic, through $\eta\sum_k i(|e_k\rangle\langle t_k|-|t_k\rangle\langle e_k|)s_k$; the three $e_k$ sum to zero. Like $\lambda_z$, the orbital $e_z$ must be odd under the mirror exchanging $x$ and $y$; the even combination $2c_z-c_x-c_y$ cannot take its place. With the E orbital 3 meV above T2 and $\eta=0.8$ meV, the 66-state model gives:

| Energy (meV) | Symmetry | Singlet weight (%) | Strength$/2d^2$ (%) |
|---|---|---|---|
| 264.242 | A2 | 0 | 0 |
| 264.566 | T2 | 0.96 | 0.95 |
| 265.353 | T1 | 0 | 0 |
| 265.399 | E | 0.75 | 0 |
| 267.973 | T2 | 4.1 | 4.1 |
| 268.131 | T1 | 0 | 0 |
| 270.173 | T2 | 94.9 | 94.0 |
| 271.063 | E | 99.2 | 0 |

The degeneracy of E and T1 is lifted by 0.05 meV. The E level at 265.399 meV contains 0.75 % singlet, against 0.96 % in the bright T2 level below it, and is still dark: spin admixture is not sufficient, and the symmetry must fit as well.

For these parameters the strongest spin-forbidden line is not the one from $^3$T2. It is the T2 component of $^3$E at 267.973 meV. The reason is its nearness to $^1$T2. Replacing $s_k$ by $\delta_k/2$ gives the coupling $\eta/2=0.4$ meV between $t_i\chi_0$ and $e_i\chi_i$. Their separation is $5-3=2$ meV, so the borrowed weight is about $(0.4/2)^2=4\,\%$. The same estimate gives about 0.6 % for $\eta=0.3$ meV, or for an E orbital 10 meV above T2, and the $^3$T2 line is then the stronger one.

The same state slightly dims the $^3$T2 line. Applying the $\eta$ term to $V_i$, with $s_k\to S_k/2$, gives a coupling $\eta/(2\sqrt2)$ to $e_i\chi_i$. The two-step path $V_i\to e_i\chi_i\to t_i\chi_0$, which opposes the direct one when $\zeta>0$, replaces $\zeta$ in the amplitude by $\zeta-\eta^2/4g$, where $g\simeq3.4$ meV is the distance from $V_i$ to $e_i\chi_i$. The squared factor is $(1-0.059)^2=0.89$. The model's share of $^3$T2 in the total strength falls from 1.07 % to 0.96 %, a factor of 0.90. A value of $\zeta$ inferred from the lines therefore carries an error when a nearby E configuration is left out. For an isolated configuration the block gives $|\zeta|=Q\sqrt{2w(1-w)}$, where $Q$ is the separation of the $^3$T2 and $^1$T2 lines and $w/(1-w)$ the ratio of their squared amplitudes. Applied to the table, this yields 0.787 meV instead of 0.8 meV, an error of 1.6 %. For the opposite sign of $\zeta$ the two paths add, and the error is about 10 %.

## Real donors and the limits of the rule

Sulfur, selenium and tellurium on silicon sites are double donors with neutral ground states bound by roughly 0.2 to 0.3 eV, which sets the scale of $E_t$. The values of $\Delta$, $\zeta$, $\eta$ and $d$ above are round choices, not measurements. For weak coupling and $\eta=0$, the strength of the $^3$T2 line varies as $d^2\zeta^2/\Delta^2$, so it is sensitive to these choices.

Strain lowers the site symmetry and so weakens the selection rule. For a strain of $10^{-5}$ along a cubic axis and a rough shear deformation potential of 9 eV, the valleys on that axis shift by 0.09 meV. With $\eta=0$, the levels derived from T1 then take 0.26 % of the $^3$T2 strength, averaged over polarization: nothing for light polarized along the strain axis and 0.38 % for light polarized across it. Those derived from A2 and E stay dark for this direction of strain: the site keeps the group $D_{2d}$, in which A2 becomes B1 and E becomes A1+B1, while the dipole operator is B2+E. While the shift is small against $\zeta$, this leakage grows as the square of the strain. The scale that matters is $\zeta$: at a strain of $10^{-4}$ the shift is 0.9 meV and the leakage is already 10 to 20 %, depending on the sign of the strain. At $10^{-3}$, as in a deliberately strained layer, the shift would be 9 meV, larger even than $\Delta$, and the tetrahedral labels would not serve at all. Strain without spin-orbit coupling leaves the triplet dark, because spin is still conserved. Donor pairs and complexes lack the $T_d$ site from the outset.

Other effects can be estimated for the same numbers. With $10^{15}$ cm$^{-3}$ ionized impurities the nearest ion produces about 0.4 kV/cm, and, if the dipoles among the excited 1s orbitals are of the size of $d$, the linear Stark energy $edF$ is 2 µeV. Mixing with 2p states roughly 25 meV away, through an envelope dipole of about 2 nm, shifts the levels by about 0.3 µeV. Both are far below $\zeta$. Spin-spin coupling at 1 nm is about 0.2 µeV. An electric quadrupole can reach the E component; for a transition size of 1 nm its squared operator ratio to the dipole is $2\times10^{-3}$, and with the E level's singlet weight of 0.75 % this is of order $10^{-5}$ of the singlet line, or roughly 0.2 % of the $^3$T2 line, comparable with the strain leakage above. A magnetic dipole, being axial, is permitted by symmetry to reach T1. At 77 K the thermal population of the triplet is $4\times10^{-17}$ of the ground state, so absorption starts from the ground state.

Moving nuclei are outside the estimate. Coupling of the T2 orbital to vibrations can reduce the effective spin-orbit constant. If a phonon is created together with the electronic excitation, the rule applies to the joint symmetry of electrons and lattice, and a sideband may involve components that are dark in the zero-phonon line. Line broadening, which affects whether a line of one per cent can be seen beside its strong neighbour, is not calculated here. The complete values are in the numerical output below.

## Computed values

```
3T2 under spin-orbit coupling: A2+E+T1+T2
input Et = 265.0 meV, D = 5.0 meV, zeta = 0.8 meV
input dipole length d = 0.05 nm
A2 level: 264.200 meV
T2 triplet-like level: 264.541 meV = 4.6868 um
T2 before singlet mixing: 264.600 meV
E+T1 level: 265.400 meV
T2 singlet-like level: 270.059 meV = 4.5910 um
off-diagonal element zeta/sqrt2: 0.5657 meV
singlet weight w: 1.063 %
weak-coupling estimate of w: 1.280 %
w for zeta of opposite sign: 1.447 %
oscillator strength, triplet-like: 3.689e-04 (no unit)
oscillator strength, singlet-like: 3.506e-02 (no unit)
66-state model, eta = 0:
 Et = 265.042 meV, D = 4.987 meV at zeta = 0
 largest level deviation from formula: 3.4e-06 meV
 largest relative deviation of strength ratio: 2.3e-04
66-state model, eta = 0.8 meV, E orbital 3.0 meV up:
 energy (meV), symmetry, singlet weight (%), strength/(2 d^2) (%)
 264.242  A2      0.0000    0.0000
 264.566  T2      0.9550    0.9461
 265.353  T1      0.0000    0.0000
 265.399  E       0.7539    0.0000
 267.973  T2      4.1450    4.1069
 268.131  T1      0.0000    0.0000
 270.173  T2     94.9000   94.0336
 271.063  E      99.2461    0.0000
3T2 share of strength, eta off: 1.067 %
3T2 share of strength, eta on: 0.955 %
rough Xi_u = 9 eV, strain = 1e-05 (no unit)
valley shift by strain: 0.090 meV
3T2 strength leaked to A2, E, T1 levels: 0.257 %
ions 1e+15 cm^-3, relative permittivity 11.7
field of nearest ion: 0.401 kV/cm
Stark energy e d F: 2.01 ueV
refractive index 3.4, transition size 1.0 nm
quadrupole/dipole operator ratio squared: 2.1e-03 (no unit)
spin-spin energy at that size: 0.21 ueV
3T2 population at 77 K relative to ground: 4.1e-17
```
